# Bond strength, Z2 indices and (111) surface cones of the Fu-Kane-Mele model

## Problem

Electrons with spin 1/2 move on the diamond lattice with cubic constant $a$. The four bonds from an A atom to its B neighbours are

$$d_0=\tfrac a4(1,1,1),\quad d_1=\tfrac a4(1,-1,-1),\quad d_2=\tfrac a4(-1,1,-1),\quad d_3=\tfrac a4(-1,-1,1).$$

Hopping is $t_0>0$ along $d_0$ and $t>0$ along the other three. Second neighbours are coupled by the spin-orbit term

$$H_{SO}=i\lambda\frac{8}{a^2}\sum_{\langle\langle ij\rangle\rangle}c_i^\dagger\,\mathbf s\cdot(\mathbf d\times\mathbf d')\,c_j ,\qquad \lambda\neq0,$$

where $\mathbf d$ and then $\mathbf d'$ are the bonds traversed from $j$ to $i$, and $\mathbf s$ are the Pauli matrices of spin. There is no interaction, and the bands are half filled.

1. For which $t_0$ is the bulk gapped?
2. Find the indices $(\nu_0;\nu_1\nu_2\nu_3)$ when the $[111]$ bond is strengthened and when it is weakened.
3. How many Dirac cones does one (111) face carry? Treat a face that leaves the $[111]$ bonds intact and one that cuts them.
4. Evaluate the results for $\lambda=0.125t$ with $t_0=1.5t$ and $t_0=0.5t$.

## Solution

### The Bloch matrix

Put each bond $d_0$ in one unit cell. The lattice vectors $a_j=d_0-d_j$ are

$$a_1=\tfrac a2(0,1,1),\quad a_2=\tfrac a2(1,0,1),\quad a_3=\tfrac a2(1,1,0).$$

The B neighbour reached by $d_j$ lies in the cell displaced by $-a_j$, so the A–B element is

$$f(\mathbf k)=t_0+t\sum_{j=1}^3e^{-i\mathbf k\cdot a_j}.$$

For the spin-orbit term, take a hop to an A atom at the origin from the A atom at $d_p-d_q$. Their common neighbour is at $d_p$, so the path is $d_q$ followed by $-d_p$, and $d_q\times(-d_p)=d_p\times d_q$. With $u_{pq}=(8/a^2)\,d_p\times d_q$, the hops $(p,q)$ and $(q,p)$ combine into a sine, and the A block is $\mathbf D\cdot\mathbf s$ with

$$\mathbf D=-2\lambda\sum_{\text{pairs}}u_{pq}\sin[\mathbf k\cdot(d_p-d_q)].$$

The cross products are

$$u_{01}=(0,1,-1),\quad u_{02}=(-1,0,1),\quad u_{03}=(1,-1,0),$$
$$u_{12}=(1,1,0),\quad u_{23}=(0,1,1),\quad u_{31}=(1,0,1).$$

On B atoms the same cross product belongs to the opposite displacement, so the B block is $-\mathbf D\cdot\mathbf s$. Write $x=k_xa/2$, and likewise $y,z$. The $x$ component of the sum is

$$-\sin(x+z)+\sin(x+y)+\sin(x-y)+\sin(z-x)=2\sin x(\cos y-\cos z).$$

Hence $D_x=-4\lambda\sin x(\cos y-\cos z)$, and the others follow cyclically. Let $\tau$ be the Pauli matrices of the sublattice. Then

$$H=\mathrm{Re}f\,\tau_x-\mathrm{Im}f\,\tau_y+\tau_z\,\mathbf D\cdot\mathbf s .$$

The five matrices anticommute, so $H^2=|f|^2+|\mathbf D|^2$ and $E=\pm\sqrt{|f|^2+|\mathbf D|^2}$, each level being doubly degenerate.

### Where the gap can close

A closing needs $\mathbf D=0$ and $f=0$ together. First find the zeros of $\mathbf D$.

- If no sine vanishes, then $\cos x=\cos y=\cos z$. This gives the four Γ–L lines $(\pm q,\pm q,\pm q)$.
- If $\sin x=0$ alone, $D_y=0$ requires $\cos z=\cos x=\pm1$. Then $\sin z=0$, a contradiction.
- If $\sin x=\sin y=0$ but $\sin z\ne0$, then $\cos x=\cos y$. Up to a reciprocal vector, $\mathbf k=(0,0,q)$, a Γ–X line.
- If all sines vanish, $\mathbf k$ is equivalent to Γ or X, already on these lines.

On them use $|f|=|\sum_pt_pe^{i\mathbf k\cdot d_p}|$, where $t_p$ is the hopping on bond $p$, and set $\varphi=qa/4$:

$$\begin{aligned}
(0,0,q):&\quad |(t_0+t)e^{i\varphi}+2te^{-i\varphi}|\ge|t_0-t|,\\
(q,q,q):&\quad |t_0e^{3i\varphi}+3te^{-i\varphi}|\ge|t_0-3t|,\\
(q,q,-q):&\quad |(t_0+2t)e^{i\varphi}+te^{-3i\varphi}|\ge t_0+t .
\end{aligned}$$

The other axes and the other two Γ–L lines give the same bounds as the first and third rows. The first bound is reached at X and the second at the L point on $[111]$. For $t_0>0$ the gap therefore closes only at $t_0=t$ and $t_0=3t$. The undistorted crystal is the first of these critical points, and any small change of the bond opens a gap.

The condition $\lambda\ne0$ matters. At $\lambda=0$ a zero of $f$ suffices, and $|\sum_je^{-i\mathbf k\cdot a_j}|$ takes all values from 0 to 3 while its phase is free. The bulk is then gapless for every $t_0\le3t$.

### Parities and indices

Inversion about the centre of a $d_0$ bond exchanges A and B within the cell, so it acts as $\tau_x$ with $\mathbf k\to-\mathbf k$. The eight time-reversal-invariant momenta satisfy $\mathbf k\cdot a_j=\pi n_j$ with $n_j=0,1$. There $\mathbf D$ vanishes, because it is odd and periodic in $\mathbf k$, and $H=f\tau_x$ with real $f$. The occupied level $-|f|$ has $\tau_x=-\mathrm{sgn}f$. It is one Kramers pair, with parity $\delta=-\mathrm{sgn}f$.

With $m=n_1+n_2+n_3$, the value is $f=t_0+(3-2m)t$:

| $m$ | momenta | $f$ |
|---|---|---|
| 0 | Γ | $t_0+3t$ |
| 1 | three L | $t_0+t$ |
| 2 | three X | $t_0-t$ |
| 3 | L on $[111]$ | $t_0-3t$ |

The Fu–Kane parity criterion, used here as a known theorem for insulators with time reversal and inversion, states that $(-1)^{\nu_0}$ is the product of all eight $\delta$. The weak index $(-1)^{\nu_k}$ is the product over the four momenta with $n_k=1$.

In the first product Γ and the three L points give $(-1)^4=1$. The X points give $[-\mathrm{sgn}(t_0-t)]^3=-\mathrm{sgn}(t_0-t)$, and the last L point gives $-\mathrm{sgn}(t_0-3t)$. Thus

$$(-1)^{\nu_0}=\mathrm{sgn}(t_0-t)\,\mathrm{sgn}(t_0-3t).$$

The second product contains one L point with $m=1$, two X points, and the L point on $[111]$:

$$(-1)^{\nu_k}=(-1)(+1)[-\mathrm{sgn}(t_0-3t)]=\mathrm{sgn}(t_0-3t).$$

Therefore

$$0<t_0<t:\ (0;111),\qquad t<t_0<3t:\ (1;111),\qquad t_0>3t:\ (0;000).$$

Strengthening the bond gives a strong topological insulator, but only up to $3t$. Beyond that all eight parities are equal, as for separate dimers on the $[111]$ bonds. Passing through $t_0=t$ reverses three parities, an odd number, which is why $\nu_0$ changes.

### The surface as a set of chains

Along $[111]$ the atoms follow the order A, $d_0$ bond, B, three bonds, A. Let $\bar{\mathbf k}$ be the momentum in the surface plane, $\gamma_j=\bar{\mathbf k}\cdot a_j$, and $\kappa$ the phase per bilayer along the normal. Then

$$f=t_0+g^*e^{-i\kappa},\qquad g=t\sum_je^{i\gamma_j}.$$

The surface has four time-reversal-invariant momenta, $\bar\Gamma$ and three $\bar M$. A common phase of the $e^{i\gamma_j}$ can be absorbed into $\kappa$, after which they become signs $\eta_j$. These are $(1,1,1)$ at $\bar\Gamma$, so $g=3t$, and one minus sign at each $\bar M$, so $g=t$.

At these points the in-plane terms of $\mathbf D$ vanish, since their sines have arguments that are multiples of $\pi$. The remaining part is

$$\mathbf D=-2\lambda\sin\kappa\sum_j\eta_ju_{0j}.$$

At $\bar\Gamma$ this is zero because $u_{01}+u_{02}+u_{03}=0$. For $\eta=(-1,1,1)$ the sum is $-2u_{01}$, of length $2\sqrt2$. Hence $\mathbf D$ has a fixed direction and amplitude $D_0=4\sqrt2|\lambda|$ at $\bar M$.

The spin component $\sigma=\pm1$ along that direction is conserved. Let $u$ be the hopping inside a surface cell and $w$ that between cells. If the $d_0$ bond is intact, $u=t_0$ and $w=g$, and

$$H_\sigma=(u+w\cos\kappa)\tau_x+\sin\kappa\,(w\tau_y+\sigma D_0\tau_z).$$

With $R=\sqrt{w^2+D_0^2}$, a constant rotation about $\tau_x$ turns the last bracket into $R\tau_y$. The rotation mixes atoms of the same cell only, so it respects a boundary between cells. The off-diagonal element becomes

$$u+w\cos\kappa-iR\sin\kappa=u+\alpha e^{-i\kappa}+\beta e^{i\kappa},\qquad \alpha=\frac{w+R}2,\quad\beta=\frac{w-R}2 .$$

A zero-energy state on the first rotated component of a half-infinite crystal, with cells $n\ge0$, obeys

$$u\psi_n+\alpha\psi_{n+1}+\beta\psi_{n-1}=0,\qquad\psi_{-1}=0 .$$

For $\beta\neq0$ its solution is $\psi_n\propto z_1^{n+1}-z_2^{n+1}$, where $z_{1,2}$ are the roots of $p(z)=\alpha z^2+uz+\beta$. It decays only if both roots lie inside the unit circle. Here $\alpha>0$ and $p(0)=\beta\le0$, so the roots are real and lie on either side of zero, or one is zero. Both are smaller than 1 in size exactly when $p(1)=w+u$ and $p(-1)=w-u$ are positive, that is when

$$w>u .$$

If $\beta=0$, the solution is $\psi_n=(-u/w)^n$, with the same condition. The second component has $\alpha$ and $\beta$ exchanged. Its roots are $1/z_{1,2}$, which cannot both be inside the circle because $|z_1z_2|=|\beta/\alpha|<1$; for $\beta=0$ its first equation, $u\psi_0=0$, removes the solution. So there is one zero mode for each $\sigma$, a Kramers pair, if $w>u$, and none if $w<u$.

If the surface cuts the $d_0$ bond, the outer cell consists of a B atom and the A atom above it. Then $u=g$ and $w=t_0$, while $\mathbf D$ is unchanged. The $\tau_y$ term now has the opposite sign. Exchanging the two components of $\tau$ (conjugation with $\tau_x$) reverses both $\tau_y$ and $\tau_z$, and $\sigma\to-\sigma$ then restores the form of $H_\sigma$, with the crystal still at $n\ge0$. The condition becomes $t_0>g$. Comparing $t_0$ with $3t$ and $t$ gives the number of Kramers pairs per face:

| phase | $d_0$ intact | $d_0$ cut |
|---|---|---|
| $(1;111)$ | 1, at $\bar\Gamma$ | 3, at $\bar M$ |
| $(0;111)$ | 4 | 0 |
| $(0;000)$ | 0 | 4 |

Changing the termination replaces the set of occupied surface momenta by its complement among the four. The number changes, but its parity does not, and it agrees with $\nu_0$.

### Are these all the cones?

The count so far concerns four momenta. For weak $\lambda$ the surface band can be followed at all momenta except close to its edge $|g|=t_0$, where it merges with the bulk and first-order theory is not controlled. Truncate the crystal so that every second-neighbour hop between remaining atoms is kept, even if the intermediate atom is missing.

Take the intact termination. At $\lambda=0$ the zero mode lives on A and satisfies $t_0\psi_n+g\psi_{n+1}=0$. Its ratio $\rho=-t_0/g$ is smaller than 1 in size where $|g|>t_0$. To first order in $\lambda$ the surface Hamiltonian is the mean of $\mathbf D\cdot\mathbf s$ in this mode. In-plane sines stay as they are, and a hop to the next bilayer acquires $\rho$, so $\sin(\kappa+\gamma_j)$ becomes

$$\mathrm{Im}(\rho e^{i\gamma_j})=-c\sum_l\sin(\gamma_j-\gamma_l),\qquad c=\frac{t_0t}{|g|^2}.$$

Define $s_1=\sin(\gamma_2-\gamma_3)$, $s_2=\sin(\gamma_3-\gamma_1)$, $s_3=\sin(\gamma_1-\gamma_2)$ and $S=s_1+s_2+s_3$. The in-plane part of $\sum u_{pq}\sin$ is

$$-(u_{23}s_1+u_{31}s_2+u_{12}s_3)_i=-(S-s_i).$$

The sums over $l$ are $s_3-s_2$, $s_1-s_3$ and $s_2-s_1$ for $j=1,2,3$. Multiplied by $u_{0j}$ and added, they give $S-3s_i$; for example, the $x$ component is $-(s_1-s_3)+(s_2-s_1)=S-3s_1$. Including the prefactor $-2\lambda$,

$$H_{\rm surf}=2\lambda\,\mathbf b\cdot\mathbf s,\qquad b_i=(1+c)S-(1+3c)s_i,\qquad E=\pm2|\lambda||\mathbf b| .$$

For the cut termination the mode lives on B where $|g|<t_0$, with $\rho=-g^*/t_0$. The overall sign changes and $c=t/t_0$; the form of $\mathbf b$ is the same.

If $\mathbf b=0$, all $s_i$ equal one value $s$, and $3(1+c)s=(1+3c)s$ gives $s=0$. All differences of the $\gamma_j$ are then multiples of $\pi$, which selects $\bar\Gamma$ and $\bar M$. The linear map from $(s_1,s_2,s_3)$ to $\mathbf b$ has eigenvalues $2$ and, twice, $-(1+3c)$, so it is invertible. Since the $s_i$ grow linearly away from these points, each crossing is a Dirac cone. To this order there are no others.

At $\bar\Gamma$ with $d_0$ intact, $c=t_0/(9t)$ and $S=0$ to first order in $\bar{\mathbf k}$. Also $s_1=\tfrac a2(k_z-k_y)$ and cyclically. Because $k_x+k_y+k_z=0$ in the plane, $\sum_is_i^2=\tfrac{a^2}4\,3\bar k^2$, and

$$\frac{dE}{d\bar k}=\sqrt3\,|\lambda|a\left(1+\frac{t_0}{3t}\right).$$

This slope holds beyond weak $\lambda$. At $\bar\Gamma$ the mode does not depend on $\lambda$, since $\mathbf D=0$ there. The linear change of $f$ connects A to B and has no element within the pair, so the remaining linear term is proportional to $\lambda$.

### Numbers

For $t_0=1.5t$ the four values of $f/t$ in the order $m=0,\dots,3$ are $4.5,\,2.5,\,0.5,\,-1.5$. For $t_0=0.5t$ they are $3.5,\,1.5,\,-0.5,\,-2.5$. The indices are $(1;111)$ and $(0;111)$. Wilson loops, which do not use the parity criterion, give the same indices. The smallest bulk gap on the momentum grid is $1.0t$ in both cases, equal to $2|t_0-t|$, the gap at X.

At $\bar M$, $D_0=4\sqrt2\times0.125t=0.707t$. Since $4\alpha\beta=-D_0^2$, the larger root has size

$$|z|=\frac{u+\sqrt{u^2+D_0^2}}{w+\sqrt{w^2+D_0^2}} .$$

- Strong phase, $d_0$ intact, $\bar\Gamma$: $|z|=1.5/3=0.50$.
- Strong phase, $d_0$ cut, $\bar M$: $|z|=(1+1.225)/(1.5+1.658)=0.704$.
- Weak phase, $d_0$ intact, $\bar M$: $|z|=(0.5+0.866)/(1+1.225)=0.614$.

These are the amplitude factors per bilayer far from the surface. The splitting of the zero modes in thin slabs shrinks by the same factors, within the tested 1%.

Slabs of 24 bilayers, scanned on a $16\times16$ grid of surface momenta, give 1 and 3 cones per face in the strong phase, and 4 and 0 in the weak one. A slab has two faces, so the totals are 2, 6, 8 and 0. At the cones the remaining gap is at most $3.5\times10^{-4}t$, a finite-thickness splitting. At all other grid points it is at least $0.3t$. Near each cone, doubling the distance from it doubles the gap, within the tested 5%. At this finite $\lambda$ the absence of further crossings rests on the grid, whereas the weak-$\lambda$ result covers the surface band continuously, except close to its edge.

The slope of the single cone is $1.732\times0.125\times1.5\,ta=0.325\,ta$, and the slab gives this value in two perpendicular directions. The slope depends on the truncation. If second-neighbour hops through a missing atom are dropped, the in-plane term loses the outer layer and keeps the weight $|\rho|^2$. The factor $1+t_0/(3t)$ becomes $|\rho|^2+t_0/(3t)=0.25+0.5$ and the slope halves to $0.162\,ta$, while the zero modes at $\bar\Gamma$ and $\bar M$ are unchanged.

In the weak phase the number of cones on this face depends on the cut. Cutting the weakened bonds leaves no cone, only surface states near $g=0$ (at $\pm0.75t$ where $g=0$, beyond the bulk gap edges $\pm0.5t$), while cutting the three stronger bonds leaves four cones. These four cones are not protected against changes of the surface: a large spin-independent potential on the outer atoms respects time reversal and in effect removes those atoms, which turns one cut into the other and empties the gap. The strong phase keeps an odd number with either cut, so such a potential cannot empty its gap. A magnetic term that breaks time reversal can remove the Kramers degeneracy on which this protection rests.

The parities, gaps and cone counts are listed in the numerical output.

## Calculated quantities

```
hopping t = 1.0 (energy unit), lam = 0.125 t
t0: strong 1.5 t, weak 0.5 t, trivial 3.5 t
smallest bulk gap on a 16x16x16 grid:
  t0 = 0.5 t: gap = 1.0000 t
  t0 = 0.8 t: gap = 0.4000 t
  t0 = 1.0 t: gap = 0.0000 t
  t0 = 1.5 t: gap = 1.0000 t
  t0 = 2.5 t: gap = 1.0000 t
  t0 = 3.0 t: gap = 0.0000 t
  t0 = 3.5 t: gap = 1.0000 t
occupied parity at k.a_j = pi n_j (strong, weak, trivial):
  n=(0, 0, 0): f/t = +4.5 +3.5 +6.5; parity -1 -1 -1
  n=(0, 0, 1): f/t = +2.5 +1.5 +4.5; parity -1 -1 -1
  n=(0, 1, 0): f/t = +2.5 +1.5 +4.5; parity -1 -1 -1
  n=(0, 1, 1): f/t = +0.5 -0.5 +2.5; parity -1 +1 -1
  n=(1, 0, 0): f/t = +2.5 +1.5 +4.5; parity -1 -1 -1
  n=(1, 0, 1): f/t = +0.5 -0.5 +2.5; parity -1 +1 -1
  n=(1, 1, 0): f/t = +0.5 -0.5 +2.5; parity -1 +1 -1
  n=(1, 1, 1): f/t = -1.5 -2.5 +0.5; parity +1 +1 -1
indices at t0 = 1.5 t: (1;111) parities and Wilson loops
indices at t0 = 0.5 t: (0;111) parities and Wilson loops
indices at t0 = 3.5 t: (0;000) parities and Wilson loops
|g| at Gamma-bar = 3.000 t, at M-bar = 1.000 t
|D0| at M-bar = 0.7071 t
cones per face, slab of 24 bilayers, 16x16 surface grid:
  t0=1.5 t, [111] bond intact: 1 (Gamma-bar 1, M-bar 0)
    smallest gap off the cones = 0.410 t
    largest gap at the cones = 2.7e-07 t
  t0=1.5 t, [111] bond cut: 3 (Gamma-bar 0, M-bar 3)
    smallest gap off the cones = 0.620 t
    largest gap at the cones = 3.5e-04 t
  t0=0.5 t, [111] bond intact: 4 (Gamma-bar 1, M-bar 3)
    smallest gap off the cones = 0.317 t
    largest gap at the cones = 1.1e-05 t
  t0=0.5 t, [111] bond cut: 0 (Gamma-bar 0, M-bar 0)
    smallest gap off the cones = 1.026 t
decay factor per bilayer (formula, slab splitting):
  strong, intact, Gamma-bar: 0.5000, 0.5000
  strong, cut, M-bar: 0.7044, 0.7041
  weak, intact, M-bar: 0.6140, 0.6140
weak-lam surface energy, lam = 0.003 t:
  largest relative deviation = 4.7e-05
Gamma-bar slope dE/dk, formula = 0.3248 t a
  slab, two directions = 0.3248, 0.3248 t a
```
